# Phosphorus donor lines and the Pb range in spin resonance: test program

```python
"""
Result under test: at 9.5 GHz the two phosphorus donor resonances in silicon
(g = 1.9985, field splitting 4.2 mT) bracket all Pb resonances with
g between 2.0014 and 2.0087; the bracket fails above a limiting frequency.

Symbols: E = microwave frequency (energy / h, GHz), A = hyperfine constant (GHz),
X = g_P * mu_B * B / h (GHz), D = g_P * mu_B * splitting / h (GHz).
Closed forms: X = W - A^2/(4W) with W = E -/+ A/2 for the low/high line,
A = 2E(sqrt(E^2+D^2)-E)/D, midpoint X = (3E - sqrt(E^2+D^2))/2,
limiting frequency = A(1-r/2)/(1-r) with r = g_P/g_max.
Independent road: diagonalization of spin Hamiltonians and root finding.
Fields are in tesla inside the program and in mT in the output.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

MU_B = const.value("Bohr magneton") / const.h / 1e9      # GHz/T
MU_N = const.value("nuclear magneton") / const.h / 1e9   # GHz/T
K_B = const.k / const.e                                  # eV/K

freq = 9.5
g_donor, splitting = 1.9985, 4.2e-3
g_min, g_max = 2.0014, 2.0087
g_nuclear = 2.26            # rough value for the phosphorus nucleus

sx = np.array([[0, 1], [1, 0]], dtype=complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
S_DOT_I = sum(np.kron(s, s) for s in (sx, sy, sz))
ELECTRON_X, ELECTRON_Z = np.kron(sx, one), np.kron(sz, one)
NUCLEAR_Z = np.kron(one, sz)


def donor_hamiltonian(field, hyperfine, gn):
    return (g_donor * MU_B * field * ELECTRON_Z
            - gn * MU_N * field * NUCLEAR_Z + hyperfine * S_DOT_I)


def donor_fields_numeric(frequency, hyperfine, gn=0.0):
    """Low and high resonance fields from the eigenvalues."""
    guess = frequency / (g_donor * MU_B)
    fields = []
    for lower, upper in ((0, 3), (1, 2)):
        def mismatch(field):
            levels = np.linalg.eigvalsh(donor_hamiltonian(field, hyperfine, gn))
            return levels[upper] - levels[lower] - frequency
        fields.append(brentq(mismatch, 0.5 * guess, 1.5 * guess, xtol=1e-14))
    return fields


def donor_fields_closed(frequency, hyperfine):
    fields = []
    for sign in (-1, 1):
        w = frequency + sign * hyperfine / 2
        fields.append((w - hyperfine**2 / (4 * w)) / (g_donor * MU_B))
    return fields


def pb_field_numeric(frequency, angle):
    """Axial g tensor; the level gap is proportional to the field."""
    per_tesla = MU_B * (g_min * np.cos(angle) * sz + g_max * np.sin(angle) * sx)
    levels = np.linalg.eigvalsh(per_tesla)
    return frequency / (levels[1] - levels[0])


# Donor lines: closed forms against diagonalization
D = g_donor * MU_B * splitting
root = np.sqrt(freq**2 + D**2)
A = 2 * freq * (root - freq) / D
low, high = donor_fields_numeric(freq, A)
low_closed, high_closed = donor_fields_closed(freq, A)
assert abs(low - low_closed) < 1e-10 and abs(high - high_closed) < 1e-10
assert abs(high - low - splitting) < 1e-10
midpoint = (low + high) / 2
assert abs(midpoint - (3 * freq - root) / 2 / (g_donor * MU_B)) < 1e-10

center = freq / (g_donor * MU_B)
low_first, high_first = center - splitting / 2, center + splitting / 2
shift = midpoint - center
shift_estimate = -splitting**2 / (4 * center)
assert abs(shift / shift_estimate - 1) < 1e-3

# Which electron transitions does a transverse microwave field drive?
_, states = np.linalg.eigh(donor_hamiltonian(center, A, g_nuclear))
strength = np.abs(states.conj().T @ ELECTRON_X @ states)**2
assert min(strength[0, 3], strength[1, 2]) > 0.249
assert max(strength[0, 2], strength[1, 3]) < 1e-10

# Pb range over all angles, and the bracketing itself
angles = np.linspace(0, np.pi / 2, 181)
pb_fields = np.array([pb_field_numeric(freq, t) for t in angles])
pb_low, pb_high = freq / (g_max * MU_B), freq / (g_min * MU_B)
assert abs(pb_fields.min() - pb_low) < 1e-10
assert abs(pb_fields.max() - pb_high) < 1e-10
assert low_first < pb_low < pb_high < high_first
assert low < pb_fields.min() and pb_fields.max() < high
gap_low, gap_high = pb_low - low, high - pb_high

# Frequency limit: numerical crossing against the closed form
ratio = g_donor / g_max
limit = A * (1 - ratio / 2) / (1 - ratio)
limit_first = A / (2 * (1 - ratio))
limit_numeric = brentq(
    lambda f: donor_fields_numeric(f, A)[0] - f / (g_max * MU_B), 10, 13)
assert abs(limit - limit_numeric) < 1e-6
assert abs(limit_first / limit - 1) < 0.01
for f in (1.0, 3.0, 9.5, 11.5, 12.0, 34.0, 100.0):
    line_low, line_high = donor_fields_numeric(f, A)
    assert (line_low < f / (g_max * MU_B)) == (f < limit)
    assert line_high > f / (g_min * MU_B)
q_freq = 34.0
q_low, q_high = donor_fields_numeric(q_freq, A)
q_pb_low, q_pb_high = q_freq / (g_max * MU_B), q_freq / (g_min * MU_B)
assert q_pb_low < q_low < q_pb_high < q_high

# Doublet as a ruler: error from using the midpoint without correction
g_naive = g_donor * midpoint / pb_low
g_error = g_naive - g_max
assert abs(g_error / (g_max * shift_estimate / center) - 1) < 1e-3
fraction_low = (pb_low - low) / splitting
fraction_high = (pb_high - low) / splitting

# Neglected nuclear Zeeman term and rounding of the inputs
with_nuclear = donor_fields_numeric(freq, A, g_nuclear)
nuclear_shift = max(abs(with_nuclear[0] - low), abs(with_nuclear[1] - high))
assert nuclear_shift < 1e-7
worst_gap = np.inf
for s1, s2, s3 in itertools.product((-1, 1), repeat=3):
    gd, gp = g_donor + s1 * 5e-5, g_max + s2 * 5e-5
    a = splitting + s3 * 5e-5
    d = gd * MU_B * a
    mid = (3 * freq - np.sqrt(freq**2 + d**2)) / 2 / (gd * MU_B)
    worst_gap = min(worst_gap, freq / (gp * MU_B) - (mid - a / 2))
assert 0 < worst_gap < gap_low

# Line widths: rough peak-to-peak widths of Gaussian derivative lines
width_donor, width_pb = 0.25e-3, 0.40e-3
grid = np.linspace(-1e-3, 1e-3, 20001)
slope = np.gradient(np.exp(-grid**2 / (2 * (width_pb / 2)**2)), grid)
measured_width = abs(grid[slope.argmin()] - grid[slope.argmax()])
assert abs(measured_width - width_pb) < 1e-6
tail_donor = np.exp(-gap_low**2 / (2 * (width_donor / 2)**2))
tail_pb = np.exp(-gap_low**2 / (2 * (width_pb / 2)**2))

# Silicon-29 satellites of Pb, rough splittings at the two principal directions
sat_par, sat_perp = 16e-3, 9e-3
satellites = [pb_high - sat_par / 2, pb_low - sat_perp / 2,
              pb_low + sat_perp / 2, pb_high + sat_par / 2]
assert all(b < low or b > high for b in satellites)

# Thermal ionization of donors, rough silicon parameters
binding, doping, nc_300 = 0.045, 1e16, 2.8e19    # eV, cm^-3, cm^-3


def neutral_fraction(temp):
    nc = nc_300 * (temp / 300)**1.5
    k_ion = nc / 2 * np.exp(-binding / (K_B * temp))
    closed = 1 - 2 / (1 + np.sqrt(1 + 4 * doping / k_ion))

    def occupied(fermi):
        return 1 / (1 + 0.5 * np.exp((-binding - fermi) / (K_B * temp)))

    def charge(fermi):
        electrons = nc * np.exp(fermi / (K_B * temp))
        return electrons / doping - (1 - occupied(fermi))
    fermi = brentq(charge, -0.5, 0.0, xtol=1e-15)
    assert abs(occupied(fermi) - closed) < 1e-8
    return closed


neutral_cold, neutral_warm = neutral_fraction(20.0), neutral_fraction(300.0)
assert neutral_cold > 0.99 and neutral_warm < 0.05


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("microwave frequency", freq, "GHz", 1)
show("donor g", g_donor, "", 4)
show("donor splitting", splitting * 1e3, "mT", 1)
show("Pb smallest g", g_min, "", 4)
show("Pb largest g", g_max, "", 4)
show("Bohr magneton / h", MU_B, "GHz/T", 5)
show("h nu / mu_B", freq / MU_B * 1e3, "mT")
show("donor centre B0", center * 1e3, "mT")
show("low donor line, first order", low_first * 1e3, "mT")
show("high donor line, first order", high_first * 1e3, "mT")
show("Pb edge at largest g", pb_low * 1e3, "mT")
show("Pb edge at smallest g", pb_high * 1e3, "mT")
show("low gap, first order", (pb_low - low_first) * 1e3, "mT")
show("high gap, first order", (high_first - pb_high) * 1e3, "mT")
show("hyperfine constant A/h", A * 1e3, "MHz", 2)
show("midpoint shift, diagonalization", shift * 1e3, "mT", 4)
show("midpoint shift, -a^2/(4 B0)", shift_estimate * 1e3, "mT", 4)
show("low donor line, full", low * 1e3, "mT")
show("high donor line, full", high * 1e3, "mT")
show("low gap, full", gap_low * 1e3, "mT")
show("high gap, full", gap_high * 1e3, "mT")
show("apparent g of low donor line", freq / (MU_B * low), "", 4)
show("apparent g of high donor line", freq / (MU_B * high), "", 4)
show("Pb range starts at fraction of interval", fraction_low, "")
show("Pb range ends at fraction of interval", fraction_high, "")
show("limiting frequency, first order", limit_first, "GHz", 2)
show("limiting frequency, closed form", limit, "GHz", 2)
show("limiting frequency, numerical", limit_numeric, "GHz", 2)
show("comparison frequency", q_freq, "GHz", 1)
show("  low donor line there", q_low * 1e3, "mT", 2)
show("  high donor line there", q_high * 1e3, "mT", 2)
show("  Pb edge, largest g, there", q_pb_low * 1e3, "mT", 2)
show("  Pb edge, smallest g, there", q_pb_high * 1e3, "mT", 2)
show("g error if midpoint is uncorrected", g_error, "", 6)
print(f"nuclear Zeeman line shift: {nuclear_shift * 1e3:.1e} mT")
show("low gap, worst input rounding", worst_gap * 1e3, "mT")
show("rough donor width, peak to peak", width_donor * 1e3, "mT", 2)
show("rough Pb width, peak to peak", width_pb * 1e3, "mT", 2)
show("donor tail at Pb edge / donor peak", tail_donor, "")
show("Pb tail at donor line / Pb peak", tail_pb, "")
show("rough Si-29 splitting, smallest g", sat_par * 1e3, "mT", 0)
show("rough Si-29 splitting, largest g", sat_perp * 1e3, "mT", 0)
print("Si-29 satellites:", ", ".join(f"{b * 1e3:.1f}" for b in satellites), "mT")
show("rough donor binding energy", binding * 1e3, "meV", 0)
print(f"donor density: {doping:.0e} cm^-3")
print(f"rough band density of states, 300 K: {nc_300:.1e} cm^-3")
show("neutral donor fraction at 20 K", neutral_cold, "", 5)
show("neutral donor fraction at 300 K", neutral_warm, "", 4)
print("done: every assertion held")
```

Printed output:

```
microwave frequency: 9.5 GHz
donor g: 1.9985
donor splitting: 4.2 mT
Pb smallest g: 2.0014
Pb largest g: 2.0087
Bohr magneton / h: 13.99624 GHz/T
h nu / mu_B: 678.753 mT
donor centre B0: 339.631 mT
low donor line, first order: 337.531 mT
high donor line, first order: 341.731 mT
Pb edge at largest g: 337.907 mT
Pb edge at smallest g: 339.139 mT
low gap, first order: 0.375 mT
high gap, first order: 2.592 mT
hyperfine constant A/h: 117.48 MHz
midpoint shift, diagonalization: -0.0130 mT
midpoint shift, -a^2/(4 B0): -0.0130 mT
low donor line, full: 337.518 mT
high donor line, full: 341.718 mT
low gap, full: 0.388 mT
high gap, full: 2.579 mT
apparent g of low donor line: 2.0110
apparent g of high donor line: 1.9863
Pb range starts at fraction of interval: 0.092
Pb range ends at fraction of interval: 0.386
limiting frequency, first order: 11.57 GHz
limiting frequency, closed form: 11.63 GHz
limiting frequency, numerical: 11.63 GHz
comparison frequency: 34.0 GHz
  low donor line there: 1213.42 mT
  high donor line there: 1217.62 mT
  Pb edge, largest g, there: 1209.35 mT
  Pb edge, smallest g, there: 1213.76 mT
g error if midpoint is uncorrected: -0.000077
nuclear Zeeman line shift: 8.0e-06 mT
low gap, worst input rounding: 0.346 mT
rough donor width, peak to peak: 0.25 mT
rough Pb width, peak to peak: 0.40 mT
donor tail at Pb edge / donor peak: 0.008
Pb tail at donor line / Pb peak: 0.152
rough Si-29 splitting, smallest g: 16 mT
rough Si-29 splitting, largest g: 9 mT
Si-29 satellites: 331.1, 333.4, 342.4, 347.1 mT
rough donor binding energy: 45 meV
donor density: 1e+16 cm^-3
rough band density of states, 300 K: 2.8e+19 cm^-3
neutral donor fraction at 20 K: 0.99999
neutral donor fraction at 300 K: 0.0040
done: every assertion held
```
